# Cubic Site Symmetry and the t2g–eg Splitting of Screened Ultrasoft D: verification in Python

```python
"""Site symmetry of the screened ultrasoft coefficients D.

Result under test: D_ij = D0_ij + integral V(r) Q_ij(r) d3r has, for d
projectors at an O_h site, only a t2g and an eg value, with
   D_eg - D_t2g = 5/sqrt(84 pi) * integral V4(r) q(r) dr .
V4: coefficient of the normalized cubic harmonic K4 in the potential V;
q = u u' - ut ut': radial augmentation density including r^2, where u is an
all-electron and ut a smooth radial function (both times r).
D0 is independent of m and is left out. Hartree atomic units.
Model: central well plus neighbours Z exp(-kappa s)/s at distance R.
"""
import itertools
from math import factorial, pi, sqrt
import numpy as np
from scipy.constants import physical_constants
from scipy.spatial.transform import Rotation
from scipy.special import lpmv, spherical_in, spherical_kn

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
Z, R, KAPPA = 2.0, 4.0, 0.5
DECAY, RC, R_INNER = 3.0, 2.0, 1.2
WELL = 4.0


def harmonics(L, vectors):
    """Real orthonormal harmonics, columns M = -L..L (sine, then cosine)."""
    v = np.atleast_2d(vectors)
    cos_t = np.clip(v[:, 2] / np.linalg.norm(v, axis=1), -1, 1)
    phi = np.arctan2(v[:, 1], v[:, 0])
    columns = []
    for M in range(-L, L + 1):
        m = abs(M)
        norm = sqrt((2*L + 1) / (4*pi) * factorial(L - m) / factorial(L + m))
        f = (-1)**m * norm * lpmv(m, L, cos_t)
        if M > 0:
            f = f * sqrt(2) * np.cos(m*phi)
        if M < 0:
            f = f * sqrt(2) * np.sin(m*phi)
        columns.append(f)
    return np.array(columns).T


# angular product grid and radial grid inside the augmentation sphere
ct, wt = np.polynomial.legendre.leggauss(24)
ph = 2*pi*(np.arange(48) + 0.5) / 48
CT, PH = np.meshgrid(ct, ph, indexing="ij")
ST = np.sqrt(1 - CT**2)
omega = np.stack([ST*np.cos(PH), ST*np.sin(PH), CT], -1).reshape(-1, 3)
w_ang = np.repeat(wt, 48) * 2*pi/48
Y = {L: harmonics(L, omega) for L in range(7)}
gx, gw = np.polynomial.legendre.leggauss(48)
r, w_r = RC*(gx + 1)/2, RC*gw/2


def wave(p, x):
    """Normalized r^p exp(-DECAY r) with first and second derivative."""
    n = sqrt((2*DECAY)**(2*p + 1) / factorial(2*p))
    u = n * x**p * np.exp(-DECAY*x)
    g = p/x - DECAY
    return u, g*u, (g*g - p/x**2)*u


def smooth_wave(p, x):
    """r^3 times an even polynomial, matched at RC through second order."""
    k = np.array([3, 5, 7])
    A = np.array([RC**k, k*RC**(k - 1.0), k*(k - 1)*RC**(k - 2.0)])
    c = np.linalg.solve(A, np.array(wave(p, RC)))
    return (sum(a*x**j for a, j in zip(c, k)),
            sum(a*j*x**(j - 1) for a, j in zip(c, k)))


u = np.array([wave(p, r)[0] for p in (3, 4)])
ut = np.array([smooth_wave(p, r)[0] for p in (3, 4)])
q = u[:, None]*u[None] - ut[:, None]*ut[None]


def potential(x, sites, kappa):
    V = np.repeat(-WELL*np.exp(-x**2)[:, None], len(omega), axis=1)
    points = x[:, None, None]*omega[None]
    for site in sites:
        s = np.linalg.norm(points - site, axis=2)
        V += Z*np.exp(-kappa*s)/s
    return V


def direct_D(sites, kappa, radial=q):
    """Definition: three-dimensional quadrature, no angular expansion."""
    V = potential(r, sites, kappa)
    ang = np.einsum("ra,amn->rmn", V,
                    w_ang[:, None, None]*Y[2][:, :, None]*Y[2][:, None, :])
    return np.einsum("r,ijr,rmn->ijmn", w_r, radial, ang)


def gaunt_D(sites, kappa):
    """Separate L = 0, 2, 4 terms from the analytic neighbour expansion."""
    terms = {}
    for L in (0, 2, 4):
        VL = np.zeros((len(r), 2*L + 1))
        for site in sites:
            d = np.linalg.norm(site)
            f = 4*pi*Z*kappa*spherical_in(L, kappa*r)
            f = f * 2/pi*spherical_kn(L, kappa*d)
            VL += f[:, None]*harmonics(L, site)
        if L == 0:
            VL[:, 0] -= sqrt(4*pi)*WELL*np.exp(-r**2)
        G = np.einsum("a,am,an,aM->mnM", w_ang, Y[2], Y[2], Y[L])
        terms[L] = np.einsum("r,ijr,rM,mnM->ijmn", w_r, q, VL, G)
    return terms


octa = R*np.vstack([np.eye(3), -np.eye(3)])
cube = R/sqrt(3)*np.array(list(itertools.product([1, -1], repeat=3)))
tetra = cube[np.prod(cube, axis=1) > 0]
T2G, EG = [0, 1, 3], [2, 4]     # xy, yz, xz and z2, x2-y2


def splitting(D):
    d = np.diagonal(D, axis1=-2, axis2=-1)
    return d[..., EG].mean(-1) - d[..., T2G].mean(-1)


# number of invariant components: explicit group average against characters
groups = {"O_h": [], "T_d": []}
for perm in itertools.permutations(range(3)):
    for signs in itertools.product([1, -1], repeat=3):
        op = np.diag(signs) @ np.eye(3)[list(perm)]
        groups["O_h"].append(op)
        if np.prod(signs) == 1:
            groups["T_d"].append(op)
invariants = {}
for name, ops in groups.items():
    invariants[name] = []
    for L in range(7):
        explicit = np.mean([np.sum(w_ang[:, None]*Y[L]*harmonics(L, omega@op.T))
                            for op in ops])
        chars = []
        for op in ops:
            parity = round(np.linalg.det(op))
            angle = np.arccos(np.clip((parity*np.trace(op) - 1)/2, -1, 1))
            chars.append(parity**L * np.cos(np.arange(-L, L + 1)*angle).sum())
        assert abs(explicit - np.mean(chars)) < 1e-9
        invariants[name].append(round(explicit))
assert invariants["O_h"] == [1, 0, 0, 0, 1, 0, 1]
assert invariants["T_d"] == [1, 0, 0, 1, 1, 0, 1]

# cubic harmonic and its d-d matrix
K4 = 5*sqrt(21)/4*((omega**4).sum(1) - 0.6)/sqrt(4*pi)
assert np.allclose(K4, sqrt(7/12)*Y[4][:, 4] + sqrt(5/12)*Y[4][:, 8], atol=1e-12)
K_dd = np.einsum("a,a,am,an->mn", w_ang, K4, Y[2], Y[2])
expected = np.zeros(5)
expected[T2G], expected[EG] = -2/sqrt(84*pi), 3/sqrt(84*pi)
assert np.allclose(K_dd, np.diag(expected), atol=1e-12)

# cubic site: full quadrature against the L = 4 formulas
D = direct_D(octa, KAPPA)
for i in range(2):
    for j in range(2):
        d = np.diag(D[i, j])
        assert np.allclose(D[i, j], np.diag(d), atol=1e-11)
        assert np.ptp(d[T2G]) < 1e-11 and np.ptp(d[EG]) < 1e-11
delta = splitting(D)
V4 = potential(r, octa, KAPPA) @ (w_ang*K4)
I4 = np.einsum("r,ijr,r->ij", w_r, q, V4)
closed = 15*Z*KAPPA*2/pi*spherical_kn(4, KAPPA*R)*np.einsum(
    "r,ijr,r->ij", w_r, q, spherical_in(4, KAPPA*r))
assert np.allclose(delta, 5/sqrt(84*pi)*I4, atol=1e-11)
assert np.allclose(delta, closed, atol=1e-11)
terms = gaunt_D(octa, KAPPA)
assert np.allclose(D, sum(terms.values()), atol=1e-11)
assert np.abs(terms[2]).max() < 1e-12

# exterior Coulomb sources: multipole law for three coordinations
M4 = np.einsum("r,ijr,r->ij", w_r, q, r**4)
coulomb = {}
for name, sites, factor in (("octahedron", octa, 5/3), ("cube", cube, -40/27),
                            ("tetrahedron", tetra, -20/27)):
    coulomb[name] = splitting(direct_D(sites, 0.0))
    assert np.allclose(coulomb[name], factor*Z*M4/R**5, atol=1e-11)

# tilted axes: D is no longer diagonal, its levels are unchanged
turn = Rotation.from_euler("zyx", [0.4, 0.7, 0.2]).as_matrix()
D_tilt = direct_D(octa @ turn.T, KAPPA)[0, 0]
off_diagonal = np.abs(D_tilt - np.diag(np.diag(D_tilt))).max()
assert off_diagonal > 1e-5
assert np.allclose(np.linalg.eigvalsh(D_tilt), np.sort(np.diag(D[0, 0])), atol=1e-10)

# tetragonal site: L = 2 enters
stretched = octa.copy()
stretched[:, 2] *= 1.1
D_tet = direct_D(stretched, KAPPA)
tet_terms = gaunt_D(stretched, KAPPA)
assert np.allclose(D_tet, sum(tet_terms.values()), atol=1e-11)
eg_gap = {L: t[0, 0, 4, 4] - t[0, 0, 2, 2] for L, t in tet_terms.items()}
t2_gap = {L: t[0, 0, 0, 0] - t[0, 0, 1, 1] for L, t in tet_terms.items()}
assert abs(eg_gap[2]) > 1e-6 and abs(t2_gap[2]) > 1e-6

# augmentation part plus smooth part gives the all-electron splitting
ae = u[:, None]*u[None]
ae_split = splitting(direct_D(octa, KAPPA, ae))[0, 0]
smooth_split = 5/sqrt(84*pi)*np.sum(w_r*ut[0]**2*V4)
assert abs(ae_split - smooth_split - closed[0, 0]) < 1e-11

# smooth q for L = 4 inside R_INNER, keeping value, slope and r^4 moment
x, w_x = R_INNER*(gx + 1)/2, R_INNER*gw/2
q_in = wave(3, x)[0]**2 - smooth_wave(3, x)[0]**2
ue, due, _ = wave(3, R_INNER)
se, dse = smooth_wave(3, R_INNER)
k = np.array([6, 8, 10])
A = np.array([R_INNER**k, k*R_INNER**(k - 1.0), R_INNER**(k + 5.0)/(k + 5)])
c = np.linalg.solve(A, [ue**2 - se**2, 2*(ue*due - se*dse),
                        np.sum(w_x*x**4*q_in)])
q_soft = sum(a*x**j for a, j in zip(c, k))
change = {}
for kappa in (0.0, KAPPA):
    V4x = potential(x, octa, kappa) @ (w_ang*K4)
    change[kappa] = 5/sqrt(84*pi)*np.sum(w_x*(q_soft - q_in)*V4x)
assert np.abs(q_soft - q_in).max() > 1e-3
assert abs(change[0.0]) < 1e-13 and abs(change[KAPPA]) > 1e-10


def coupling(sites, l1, l2):
    V = potential(np.array([1.0]), sites, KAPPA)[0]
    return np.abs(np.einsum("a,a,am,an->mn", w_ang, V, Y[l1], Y[l2])).max()


assert coupling(octa, 1, 2) < 1e-12 and coupling(octa, 0, 2) < 1e-12
assert coupling(tetra, 1, 2) > 1e-5 and coupling(octa, 1, 3) > 1e-6
K_ff = np.einsum("a,a,am,an->mn", w_ang, potential(np.array([1.0]), octa, KAPPA)[0]
                 - potential(np.array([1.0]), octa, KAPPA)[0] @ (w_ang*K4)*K4,
                 Y[3], Y[3])
f_left = np.ptp(np.linalg.eigvalsh(K_ff))
assert f_left > 1e-8            # L = 6 still splits f when L = 4 is removed

print(f"Neighbour strength Z = {Z:.1f}, distance R = {R:.1f} bohr")
print(f"Screening kappa = {KAPPA:.1f} 1/bohr, central well depth = {WELL:.1f} Ha")
print(f"Decay = {DECAY:.1f} 1/bohr, r_c = {RC:.1f} bohr, r_inner = {R_INNER:.1f} bohr")
for name in groups:
    print(f"Invariants for L=0..6, {name}: {invariants[name]}")
print(f"K4 matrix element t2g = {K_dd[0, 0]:.6f}, eg = {K_dd[2, 2]:.6f}")
print(f"Angular factor 5/sqrt(84 pi) = {5/sqrt(84*pi):.6f}")
for i, j in ((0, 0), (0, 1), (1, 1)):
    tag = f"{i+1}{j+1}"
    print(f"n n'={tag}: charge of q = {np.sum(w_r*q[i, j]):.6f} electrons")
    print(f"n n'={tag}: M4 = {M4[i, j]:.6f} bohr^4, I4 = {1e3*I4[i, j]:.6f} mHa")
    print(f"n n'={tag}: integral part of D, t2g = {D[i, j, 0, 0]:.7f} Ha")
    print(f"n n'={tag}: integral part of D, eg  = {D[i, j, 2, 2]:.7f} Ha")
    print(f"n n'={tag}: D_eg - D_t2g = {1e3*delta[i, j]:.6f} mHa")
print(f"Main splitting (11) in eV = {delta[0, 0]*HARTREE_EV:.6f} eV")
for name, value in coulomb.items():
    print(f"Unscreened splitting (11), {name} = {1e3*value[0, 0]:.6f} mHa")
print(f"Smooth part of splitting (11) = {1e3*smooth_split:.6f} mHa")
print(f"All-electron splitting in sphere (11) = {1e3*ae_split:.6f} mHa")
print(f"Tilted axes: largest off-diagonal D (11) = {1e3*off_diagonal:.6f} mHa")
print(f"Tetragonal site: axial distance = {stretched[2, 2]:.2f} bohr")
for L in (2, 4):
    print(f"Tetragonal D(x2-y2)-D(z2), L={L} part = {1e3*eg_gap[L]:.6f} mHa")
    print(f"Tetragonal D(xy)-D(yz), L={L} part = {1e3*t2_gap[L]:.6f} mHa")
print(f"Change of splitting by smoothing q, screened = {1e6*change[KAPPA]:.6f} microHa")
print(f"Coulomb change below 1e-13 Ha: {abs(change[0.0]) < 1e-13}")
print(f"Largest p-d angular coupling at r=1 bohr, T_d = {1e3*coupling(tetra, 1, 2):.6f} mHa")
print(f"Largest p-f angular coupling at r=1 bohr, O_h = {1e3*coupling(octa, 1, 3):.6f} mHa")
print(f"f spread at r=1 bohr without L=4, O_h = {1e3*f_left:.6f} mHa")
print("verified")
```

Output:

```
Neighbour strength Z = 2.0, distance R = 4.0 bohr
Screening kappa = 0.5 1/bohr, central well depth = 4.0 Ha
Decay = 3.0 1/bohr, r_c = 2.0 bohr, r_inner = 1.2 bohr
Invariants for L=0..6, O_h: [1, 0, 0, 0, 1, 0, 1]
Invariants for L=0..6, T_d: [1, 0, 0, 1, 1, 0, 1]
K4 matrix element t2g = -0.123116, eg = 0.184674
Angular factor 5/sqrt(84 pi) = 0.307791
n n'=11: charge of q = 0.708152 electrons
n n'=11: M4 = 1.049826 bohr^4, I4 = 8.623029 mHa
n n'=11: integral part of D, t2g = -0.8556476 Ha
n n'=11: integral part of D, eg  = -0.8529936 Ha
n n'=11: D_eg - D_t2g = 2.654088 mHa
n n'=12: charge of q = 0.514124 electrons
n n'=12: M4 = 0.951312 bohr^4, I4 = 7.822744 mHa
n n'=12: integral part of D, t2g = -0.5094944 Ha
n n'=12: integral part of D, eg  = -0.5070866 Ha
n n'=12: D_eg - D_t2g = 2.407768 mHa
n n'=22: charge of q = 0.380012 electrons
n n'=22: M4 = 0.838354 bohr^4, I4 = 6.900748 mHa
n n'=22: integral part of D, t2g = -0.3109172 Ha
n n'=22: integral part of D, eg  = -0.3087932 Ha
n n'=22: D_eg - D_t2g = 2.123986 mHa
Main splitting (11) in eV = 0.072221 eV
Unscreened splitting (11), octahedron = 3.417404 mHa
Unscreened splitting (11), cube = -3.037692 mHa
Unscreened splitting (11), tetrahedron = -1.518846 mHa
Smooth part of splitting (11) = 3.813218 mHa
All-electron splitting in sphere (11) = 6.467306 mHa
Tilted axes: largest off-diagonal D (11) = 0.904450 mHa
Tetragonal site: axial distance = 4.40 bohr
Tetragonal D(x2-y2)-D(z2), L=2 part = 5.079805 mHa
Tetragonal D(xy)-D(yz), L=2 part = 3.809853 mHa
Tetragonal D(x2-y2)-D(z2), L=4 part = 0.312340 mHa
Tetragonal D(xy)-D(yz), L=4 part = -0.312340 mHa
Change of splitting by smoothing q, screened = 0.416962 microHa
Coulomb change below 1e-13 Ha: True
Largest p-d angular coupling at r=1 bohr, T_d = 4.059861 mHa
Largest p-f angular coupling at r=1 bohr, O_h = 1.532383 mHa
f spread at r=1 bohr without L=4, O_h = 0.075616 mHa
verified
```
